# Missing-bond surface anisotropy of fcc and bcc (001) faces: a numerical check

```python
# Result under test: in Neel's nearest-neighbor pair model with bond energy
#   w = l * (cos(psi)^2 - 1/3),  psi = angle(magnetization, bond),
# an unrelaxed fcc (001) surface has K = l/2 per surface atom (l/a^2 per area),
# while an unrelaxed bcc (001) surface has K = 0.
# Convention: surface energy = K sin(theta)^2, theta from the surface normal;
# K > 0 favors the normal. a = cubic lattice constant, l = pair coefficient.
# Lattice vectors are integers in units of a/2. Slab energies are in units of l
# per in-plane cell and are sums over the bonds that SURVIVE in the slab.
import itertools
import numpy as np
from scipy import constants as const

X = np.array([1.0, 0.0, 0.0])
Z = np.array([0.0, 0.0, 1.0])


def shell(lattice, squared_length):
    """All lattice vectors of the given squared length."""
    found = []
    for d in itertools.product(range(-2, 3), repeat=3):
        if lattice == "fcc":
            allowed = sum(d) % 2 == 0
        else:
            allowed = d[0] % 2 == d[1] % 2 == d[2] % 2
        if allowed and sum(c * c for c in d) == squared_length:
            found.append(d)
    return np.array(found)


NEAREST = {"fcc": shell("fcc", 2), "bcc": shell("bcc", 3)}
SECOND = {"fcc": shell("fcc", 4), "bcc": shell("bcc", 4)}


def quadratic_pair(cosine, stretch):
    return cosine**2 - 1 / 3


def power_pair(exponent):
    """Pair coefficient that varies with bond length as r^(-exponent)."""
    return lambda cosine, stretch: stretch**(-exponent) * (cosine**2 - 1 / 3)


def slab_energy(m, vectors, layers, pair=quadratic_pair, eps=0.0,
                normal=(0, 0, 1), step=1):
    """Energy per in-plane cell; eps changes both outermost layer spacings."""
    normal = np.array(normal)
    unit_normal = normal / np.linalg.norm(normal)
    spacing = step / np.linalg.norm(normal)
    offset = np.zeros(layers)
    offset[-1] += eps * spacing
    offset[0] -= eps * spacing
    total = 0.0
    for k in range(layers):
        for d in vectors:
            k2 = k + int(d @ normal) // step
            if 0 <= k2 < layers:
                v = d + (offset[k2] - offset[k]) * unit_normal
                r = np.linalg.norm(v)
                total = total + 0.5 * pair(m @ (v / r), r / np.linalg.norm(d))
    return total


def surface_k(vectors, layers=6, **options):
    """K per surface atom, in units of l, from a slab with two surfaces."""
    return 0.5 * (slab_energy(X, vectors, layers, **options)
                  - slab_energy(Z, vectors, layers, **options))


# Bond tensors: bulk isotropy and the missing bonds of a top-layer atom
missing_tensor = {}
missing_count = {}
for name, vectors in NEAREST.items():
    units = vectors / np.linalg.norm(vectors, axis=1)[:, None]
    assert np.allclose(units.T @ units, len(units) / 3 * np.eye(3))
    gone = units[vectors[:, 2] > 0]
    missing_count[name] = len(gone)
    missing_tensor[name] = gone.T @ gone
assert np.allclose(missing_tensor["fcc"], np.diag([1, 1, 2]))
assert np.allclose(missing_tensor["bcc"], 4 / 3 * np.eye(3))

# Main result from surviving bonds, for thin and thick slabs
for layers in (1, 2, 3, 6):
    assert abs(surface_k(NEAREST["fcc"], layers) - 0.5) < 1e-12
    assert abs(surface_k(NEAREST["bcc"], layers)) < 1e-12
k_fcc = surface_k(NEAREST["fcc"])
k_bcc = surface_k(NEAREST["bcc"])

# Full angular dependence on random directions
rng = np.random.default_rng(7)
directions = rng.normal(size=(50, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
for name, k_expected in (("fcc", 0.5), ("bcc", 0.0)):
    energy = slab_energy(directions, NEAREST[name], 6)
    energy = energy - slab_energy(Z, NEAREST[name], 6)
    assert np.allclose(energy, 2 * k_expected * (1 - directions[:, 2]**2))

# Second-order uniaxial part for a general even pair function
nodes, weights = np.polynomial.legendre.leggauss(32)
phi = 2 * np.pi * np.arange(48) / 48
ct, ph = np.meshgrid(nodes, phi, indexing="ij")
st = np.sqrt(1 - ct**2)
sphere = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=-1)


def uniaxial_part(vectors, pair):
    mean = np.mean(slab_energy(sphere, vectors, 5, pair), axis=1)
    return 2.5 * np.sum(weights * mean * (3 * nodes**2 - 1) / 2)


def general_even(cosine, stretch):
    return np.exp(1.3 * cosine**2)


assert abs(uniaxial_part(NEAREST["fcc"], quadratic_pair) + 2 / 3) < 1e-10
even_fcc = uniaxial_part(NEAREST["fcc"], general_even)
even_bcc = uniaxial_part(NEAREST["bcc"], general_even)
assert abs(even_bcc) < 1e-9 and abs(even_fcc) > 0.1

# bcc (110): the zero is special to the (001) face
face = dict(normal=(1, 1, 0), step=2)
e110, e1m10, e001 = [
    0.5 * slab_energy(np.array(v) / np.linalg.norm(v), NEAREST["bcc"], 6, **face)
    for v in ((1, 1, 0), (1, -1, 0), (0, 0, 1))]
assert abs(e001 - e110 - 1 / 3) < 1e-12
assert abs(e1m10 - e110 - 2 / 3) < 1e-12

# Second neighbors: one pair coefficient l2 per surface atom on both faces
k_second = {name: surface_k(SECOND[name]) for name in SECOND}
assert all(abs(value - 1) < 1e-12 for value in k_second.values())

# Relaxation: slopes at small strain and the closed bcc form at finite strain
h = 1e-4
for n in (0, 10):
    slope = {name: (surface_k(NEAREST[name], pair=power_pair(n), eps=h)
                    - surface_k(NEAREST[name], pair=power_pair(n), eps=-h))
             / (2 * h) for name in NEAREST}
    assert abs(slope["fcc"] - (-3 + n / 2)) < 1e-4
    assert abs(slope["bcc"] + 8 / 3) < 1e-4
    for strain in (-0.05, 0.03):
        p = (1 + strain)**2
        closed = -4 * (p - 1) / (2 + p) * ((2 + p) / 3)**(-n / 2)
        slab = surface_k(NEAREST["bcc"], pair=power_pair(n), eps=strain)
        assert abs(slab - closed) < 1e-12

# Random top layer on a full crystal: explicit occupied sites and bonds


def rough_k(name, coverage, size=240):
    filled = rng.random((size, size)) < coverage
    k = surface_k(NEAREST[name])
    for d in NEAREST[name]:
        difference = (d[0]**2 - d[2]**2) / (d @ d)
        if d[2] < 0:
            k += difference * np.mean(filled)
        elif d[2] == 0:
            # sites are i*(1,1,0) + j*(1,-1,0)
            i, j = (d[0] + d[1]) // 2, (d[0] - d[1]) // 2
            partner = np.roll(filled, (-i, -j), axis=(0, 1))
            k += 0.5 * difference * np.mean(filled & partner)
    return k


for coverage in (0.2, 0.5, 0.8):
    expected = 0.5 - coverage * (1 - coverage)
    # tolerance covers the sampling noise of a finite random layer
    assert abs(rough_k("fcc", coverage) - expected) < 0.012
    assert abs(rough_k("bcc", coverage)) < 1e-12
k_half = rough_k("fcc", 0.5)

# Magnetostatic energy of thin films from a lattice sum of point dipoles


def layer_sum(d, height, shifted, radius=80):
    """Normal minus in-plane dipole sum of one square layer, lengths in a."""
    grid = np.arange(-radius - 2, radius + 3) + (0.5 if shifted else 0.0)
    gx, gy = np.meshgrid(grid * d, grid * d)
    rho2 = gx**2 + gy**2
    cut = radius * d
    r2 = rho2[(rho2 < cut**2) & (rho2 + height**2 > 1e-12)] + height**2
    inside = np.sum(1.5 * (1 - 3 * height**2 / r2) / r2**1.5)
    outside = 3 * np.pi / d**2 * cut**2 / (cut**2 + height**2)**1.5
    return inside + outside


def shape_layers(name, count):
    """Film shape energy in units of the continuum value of one layer."""
    d = 1 / np.sqrt(2) if name == "fcc" else 1.0
    sums = [layer_sum(d, 0.5 * s, s % 2 == 1) for s in range(count)]
    total = count * sums[0] + 2 * sum((count - s) * sums[s]
                                      for s in range(1, count))
    return d**2 * 0.5 * total / (4 * np.pi)


for name in NEAREST:
    added = shape_layers(name, 8) - shape_layers(name, 7)
    # tolerance covers the sharp edge of the summed disc
    assert abs(added - 1) < 2e-3

# Worked example: rough material regimes and a round pair coefficient
pair_mev = 0.2
pair_joule = pair_mev * 1e-3 * const.e
lattice_nm = {"fcc": 0.355, "bcc": 0.287}
magnetization = {"fcc": 1.4e6, "bcc": 1.7e6}
area = {"fcc": (lattice_nm["fcc"] * 1e-9)**2 / 2,
        "bcc": (lattice_nm["bcc"] * 1e-9)**2}
to_mj = {name: 1e3 * pair_joule / area[name] for name in area}
ks_fcc = k_fcc * to_mj["fcc"]
assert np.isclose(ks_fcc, 1e3 * pair_joule / (lattice_nm["fcc"] * 1e-9)**2)
layer_shape = {name: 1e3 * 0.5 * const.mu_0 * magnetization[name]**2
               * lattice_nm[name] * 1e-9 / 2 for name in area}

print("missing bonds per surface atom, fcc:", missing_count["fcc"])
print("missing bonds per surface atom, bcc:", missing_count["bcc"])
for name in NEAREST:
    values = " ".join(f"{v:.4f}" for v in np.diag(missing_tensor[name]))
    print(f"missing-bond tensor xx yy zz, {name}: {values}")
print(f"K per atom, fcc (001): {k_fcc:.4f} l")
print(f"K per atom, bcc (001): {abs(k_bcc):.4f} l")
print(f"general even pair, P2 part, fcc slab: {even_fcc:.4f}")
print(f"general even pair, |P2 part|, bcc slab: {abs(even_bcc):.1e}")
print(f"bcc (110), E[001]-E[110]: {e001 - e110:.4f} l per atom")
print(f"bcc (110), E[1-10]-E[110]: {e1m10 - e110:.4f} l per atom")
print(f"pair coefficient l: {pair_mev:.2f} meV")
for name in NEAREST:
    print(f"{name} lattice constant: {lattice_nm[name]:.3f} nm")
    print(f"{name} magnetization: {magnetization[name] / 1e6:.2f} MA/m")
    print(f"{name} area per surface atom: {area[name] * 1e18:.5f} nm2")
    print(f"{name} l per surface-atom area: {to_mj[name]:.4f} mJ/m2")
    print(f"{name} continuum shape, one layer: {layer_shape[name]:.4f} mJ/m2")
print(f"K_s fcc (001): {ks_fcc:.4f} mJ/m2")
print(f"K_s fcc (001): {ks_fcc * 1e-3 / const.e * 1e-18 * 1e3:.3f} meV/nm2")
print(f"K_s bcc (001): {abs(k_bcc) * to_mj['bcc']:.4f} mJ/m2")
print(f"two fcc surfaces, 2 K_s: {2 * ks_fcc:.4f} mJ/m2")
for count in range(1, 5):
    shape = shape_layers("fcc", count) * layer_shape["fcc"]
    print(f"fcc {count} layers: shape {shape:.4f},"
          f" net {2 * ks_fcc - shape:+.4f} mJ/m2")
shape_bcc = shape_layers("bcc", 2) * layer_shape["bcc"]
print(f"bcc 2 layers: shape {shape_bcc:.4f},"
      f" net {2 * k_bcc * to_mj['bcc'] - shape_bcc:+.4f} mJ/m2")

contraction = -0.02
print(f"assumed change of top spacing: {100 * contraction:.1f} %")
for name in NEAREST:
    for n in (0, 10):
        k = surface_k(NEAREST[name], pair=power_pair(n), eps=contraction)
        print(f"relaxed {name}, l ~ r^-{n}: K {k:.4f} l,"
              f" {k * to_mj[name]:.4f} mJ/m2")
second_ratio = 0.1
print(f"assumed l2/l: {second_ratio:.2f}")
for name in NEAREST:
    extra = second_ratio * k_second[name] * to_mj[name]
    print(f"second-neighbor part of K_s, {name}: {extra:.4f} mJ/m2")
print(f"half-filled random top layer, fcc: K {k_half:.3f} l,"
      f" {k_half * to_mj['fcc']:.3f} mJ/m2")
temperature, curie = 300.0, 1400.0
reduced = 1 - (temperature / curie)**1.5
print(f"temperature {temperature:.0f} K, rough Curie point {curie:.0f} K")
print(f"crude reduced magnetization m: {reduced:.3f}")
print(f"thermal factors m^2, m^3: {reduced**2:.3f}, {reduced**3:.3f}")
print("PASS")
```

Printed output:

```
missing bonds per surface atom, fcc: 4
missing bonds per surface atom, bcc: 4
missing-bond tensor xx yy zz, fcc: 1.0000 1.0000 2.0000
missing-bond tensor xx yy zz, bcc: 1.3333 1.3333 1.3333
K per atom, fcc (001): 0.5000 l
K per atom, bcc (001): 0.0000 l
general even pair, P2 part, fcc slab: -1.5853
general even pair, |P2 part|, bcc slab: 1.1e-13
bcc (110), E[001]-E[110]: 0.3333 l per atom
bcc (110), E[1-10]-E[110]: 0.6667 l per atom
pair coefficient l: 0.20 meV
fcc lattice constant: 0.355 nm
fcc magnetization: 1.40 MA/m
fcc area per surface atom: 0.06301 nm2
fcc l per surface-atom area: 0.5085 mJ/m2
fcc continuum shape, one layer: 0.2186 mJ/m2
bcc lattice constant: 0.287 nm
bcc magnetization: 1.70 MA/m
bcc area per surface atom: 0.08237 nm2
bcc l per surface-atom area: 0.3890 mJ/m2
bcc continuum shape, one layer: 0.2606 mJ/m2
K_s fcc (001): 0.2543 mJ/m2
K_s fcc (001): 1.587 meV/nm2
K_s bcc (001): 0.0000 mJ/m2
two fcc surfaces, 2 K_s: 0.5085 mJ/m2
fcc 1 layers: shape 0.1667, net +0.3419 mJ/m2
fcc 2 layers: shape 0.3861, net +0.1224 mJ/m2
fcc 3 layers: shape 0.6047, net -0.0961 mJ/m2
fcc 4 layers: shape 0.8233, net -0.3147 mJ/m2
bcc 2 layers: shape 0.4109, net -0.4109 mJ/m2
assumed change of top spacing: -2.0 %
relaxed fcc, l ~ r^-0: K 0.5606 l, 0.2851 mJ/m2
relaxed fcc, l ~ r^-10: K 0.4618 l, 0.2348 mJ/m2
relaxed bcc, l ~ r^-0: K 0.0535 l, 0.0208 mJ/m2
relaxed bcc, l ~ r^-10: K 0.0572 l, 0.0222 mJ/m2
assumed l2/l: 0.10
second-neighbor part of K_s, fcc: 0.0509 mJ/m2
second-neighbor part of K_s, bcc: 0.0389 mJ/m2
half-filled random top layer, fcc: K 0.249 l, 0.127 mJ/m2
temperature 300 K, rough Curie point 1400 K
crude reduced magnetization m: 0.901
thermal factors m^2, m^3: 0.811, 0.731
PASS
```
